# Curvy Steps: Gradient and Hessian for a Rotated Density Matrix: a numerical check

```python
"""
Curvy steps: P(X) = exp(-X) P exp(X), P a real symmetric projector in an
orthonormal basis, X real antisymmetric, [A,B] = AB - BA, <A,B> = Tr(A^T B).
For E[P+D] = E + Tr(F D) + Tr(D K[D])/2 + ... the results under test are
  gradient   G   = [P,F]
  Hessian    H X = ([[P,X],F] + [P,[X,F]])/2 + [P, K[[P,X]]]
together with the invariants of P(X), its commutator series and the use of
G and H in a Newton minimization of the restricted Hartree-Fock energy.
Here F = 2 f (f: Fock matrix) and K[D] = 2 (2 J[D] - exchange[D]).
Example: SiH4, RHF/6-31G, Loewdin orthonormalized basis, hartree units.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy import constants
from pyscf import gto, scf

rng = np.random.default_rng(7)
norm = np.linalg.norm

# ---------------------------------------------------------------- molecule
bond = 1.48                                   # angstrom, chosen input
corner = bond / np.sqrt(3.0)
signs = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
atoms = [("Si", (0.0, 0.0, 0.0))]
atoms += [("H", tuple(corner * s for s in sg)) for sg in signs]
mol = gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)
overlap = mol.intor("int1e_ovlp")
h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
n = overlap.shape[0]
eri_ao = mol.intor("int2e").reshape(n, n, n, n)
e_nuc = mol.energy_nuc()
n_occ = mol.nelectron // 2
n_vir = n - n_occ

s_val, s_vec = eigh(overlap)
s_half = (s_vec * np.sqrt(s_val)) @ s_vec.T
s_inv_half = (s_vec / np.sqrt(s_val)) @ s_vec.T
h = s_inv_half @ h_ao @ s_inv_half
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, s_inv_half, s_inv_half,
                s_inv_half, s_inv_half, optimize=True)
two_electron = (2 * eri - eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)


# --------------------------------------------------------------- functions
def comm(A, B):
    return A @ B - B @ A


def inner(A, B):
    return float(np.sum(A * B))


def mean_field(D):
    return (two_electron @ D.reshape(-1)).reshape(n, n)


def energy(P):
    return inner(P, 2 * h + mean_field(P)) + e_nuc


def energy_derivative(P):
    return 2 * (h + mean_field(P))


def kernel(D):
    return 2 * mean_field(D)


def rotate(P, X):
    return expm(-X) @ P @ expm(X)


def hessian_times(P, F, X, with_kernel=True):
    result = 0.5 * (comm(comm(P, X), F) + comm(P, comm(X, F)))
    if with_kernel:
        result = result + comm(P, kernel(comm(P, X)))
    return result


def occ_vir_part(P, X):
    return comm(P, comm(P, X))


def random_antisymmetric(length):
    A = rng.normal(size=(n, n))
    A = A - A.T
    return A * (length / norm(A))


def slope(f, step=2e-3):
    """First derivative at 0, central differences with extrapolation."""
    def d(s):
        return (f(s) - f(-s)) / (2 * s)
    return (4 * d(step) - d(2 * step)) / 3


def curvature(f, step=4e-3):
    """Second derivative at 0, central differences with extrapolation."""
    def d(s):
        return (f(s) - 2 * f(0.0) + f(-s)) / s**2
    return (4 * d(step) - d(2 * step)) / 3


def mixed_curvature(f, step=2e-3):
    """Mixed second derivative of f(a,b) at the origin."""
    def d(s):
        return (f(s, s) - f(s, -s) - f(-s, s) + f(-s, -s)) / (4 * s**2)
    return (4 * d(step) - d(2 * step)) / 3


def truncated_series(P, X, order):
    """Commutator series through 'order' and the norm of the next term."""
    term, total = P, P
    for k in range(1, order + 1):
        term = comm(term, X) / k
        total = total + term
    return total, norm(comm(term, X)) / (order + 1)


def defect(P):
    return norm(P @ P - P)


def connecting_generator(Pa, Pb):
    """Occupied-virtual X with exp(-X) Pa exp(X) = Pb, and its angles."""
    Ca = eigh(Pa)[1][:, -n_occ:]
    Cb = eigh(Pb)[1][:, -n_occ:]
    A, cosines, Bt = np.linalg.svd(Ca.T @ Cb)
    U, V = Ca @ A, Cb @ Bt.T
    rest = V - U * cosines
    sines = norm(rest, axis=0)
    angles = np.where(sines > 1e-9, np.arctan2(sines, cosines), 0.0)
    W = rest / np.maximum(sines, 1e-9)
    return (U * angles) @ W.T - (W * angles) @ U.T, angles


def newton_step(P, F):
    """Conjugate gradients for the projected Newton equation H X = -G."""
    residual = -occ_vir_part(P, comm(P, F))
    X = np.zeros((n, n))
    direction = residual.copy()
    rr = inner(residual, residual)
    target = 1e-20 * rr
    for count in range(500):
        Hd = occ_vir_part(P, hessian_times(P, F, direction))
        bend = inner(direction, Hd)
        if bend <= 0:                  # negative curvature: keep descent
            return X if count else direction
        alpha = rr / bend
        X = X + alpha * direction
        residual = residual - alpha * Hd
        rr_new = inner(residual, residual)
        if rr_new < target:
            break
        direction = residual + (rr_new / rr) * direction
        rr = rr_new
    return X


# ---------------------------------------------------------- starting point
dm_guess = np.array(scf.hf.init_guess_by_minao(mol))
P_guess = 0.5 * s_half @ dm_guess @ s_half
orbitals = eigh(h + mean_field(P_guess))[1][:, :n_occ]
P_start = orbitals @ orbitals.T
print("SiH4, RHF/6-31G, Si-H distance (angstrom):", bond)
print("basis functions, occupied, virtual:", n, n_occ, n_vir)

# ------------------------------------------------- invariants of P(X)
X_test = random_antisymmetric(0.3)
P_test = rotate(P_start, X_test)              # unsymmetrical, nonstationary
trace_error = abs(np.trace(P_test) - n_occ)
assert defect(P_test) < 1e-11 and trace_error < 1e-11
assert norm(P_test - P_test.T) < 1e-11
X_general = rng.normal(size=(n, n))
X_general *= 0.3 / norm(X_general)
P_general = rotate(P_start, X_general)
asymmetry = norm(P_general - P_general.T)
assert defect(P_general) < 1e-11
assert abs(np.trace(P_general) - n_occ) < 1e-11
assert asymmetry > 1e-2
print(f"antisymmetric X, |X|=0.3: |P^2-P| = {defect(P_test):.1e}, "
      f"trace error = {trace_error:.1e}")
print(f"general X, |X|=0.3: |P^2-P| = {defect(P_general):.1e}, "
      f"|P-P^T| = {asymmetry:.3f}")

# reachability of an unrelated random projector of the same rank
frame = np.linalg.qr(rng.normal(size=(n, n_occ)))[0]
P_random = frame @ frame.T
X_link, _ = connecting_generator(P_start, P_random)
assert norm(X_link + X_link.T) < 1e-10
assert norm(occ_vir_part(P_start, X_link) - X_link) < 1e-9
assert norm(rotate(P_start, X_link) - P_random) < 1e-8

# ------------------------------------- gradient, every independent element
F_test = energy_derivative(P_test)
G_test = comm(P_test, F_test)
worst_gradient = 0.0
for i in range(n):
    for j in range(i + 1, n):
        unit = np.zeros((n, n))
        unit[i, j], unit[j, i] = 1.0, -1.0
        numeric = slope(lambda t: energy(rotate(P_test, t * unit)))
        worst_gradient = max(worst_gradient, abs(numeric - 2 * G_test[i, j]))
assert worst_gradient < 1e-6
assert norm(occ_vir_part(P_test, G_test) - G_test) < 1e-10
print(f"test point: |G| = {norm(G_test):.4f} hartree")
print(f"largest gradient element 2|G_ij| = {2*np.abs(G_test).max():.4f} "
      "hartree")
print(f"largest gradient deviation from differences = "
      f"{worst_gradient:.1e} hartree")

# --------------------------- Hessian, including redundant directions
worst_hessian, worst_jacobi, largest_gap = 0.0, 0.0, 0.0
for trial in range(6):
    X, Y = random_antisymmetric(1.0), random_antisymmetric(1.0)
    numeric = mixed_curvature(
        lambda a, b: energy(rotate(P_test, a * X + b * Y)))
    formula = inner(Y, hessian_times(P_test, F_test, X))
    worst_hessian = max(worst_hessian, abs(numeric - formula))
    one_order = inner(F_test, comm(comm(P_test, X), Y))
    other_order = inner(F_test, comm(comm(P_test, Y), X))
    jacobi = np.trace(comm(F_test, P_test) @ comm(X, Y))
    worst_jacobi = max(worst_jacobi, abs(one_order - other_order - jacobi))
    largest_gap = max(largest_gap, abs(one_order - other_order))
    Xo, Yo = occ_vir_part(P_test, X), occ_vir_part(P_test, Y)
    assert abs(inner(F_test, comm(comm(P_test, Xo), Yo))
               - inner(F_test, comm(comm(P_test, Yo), Xo))) < 1e-10
assert worst_hessian < 1e-5 and worst_jacobi < 1e-10
assert largest_gap > 1e-3                     # symmetrization does matter
print(f"largest Hessian deviation from differences = "
      f"{worst_hessian:.1e} hartree")
print(f"largest order dependence without symmetrizing = "
      f"{largest_gap:.4f} hartree")

# -------------------------------- derivatives along a curve away from t=0
X = random_antisymmetric(1.0)
t0 = 0.7
P_t = rotate(P_test, t0 * X)
F_t, P_dot = energy_derivative(P_t), comm(P_t, X)
slope_formula = inner(F_t, P_dot)
curve_formula = inner(F_t, comm(P_dot, X)) + inner(P_dot, kernel(P_dot))


def on_curve(t):
    return energy(rotate(P_test, (t0 + t) * X))


assert abs(slope(on_curve) - slope_formula) < 1e-6
assert abs(curvature(on_curve) - curve_formula) < 1e-5
print(f"curve at t=0.7: E' = {slope_formula:.5f}, "
      f"E'' = {curve_formula:.5f} hartree")

# --------------------------------------------- truncated commutator series
X_first = newton_step(P_start, energy_derivative(P_start))
X_series = X_first * (0.2 / norm(X_first))
exact = rotate(P_start, X_series)
print("series along first Newton direction, |X| = 0.2 (dimensionless)")
print(" n  |P_n-P(X)|  bound      |P_n^2-P_n|  defect order")
for order, expected in [(1, 2), (2, 4), (3, 4), (4, 6)]:
    P_n, bound = truncated_series(P_start, X_series, order)
    P_half, _ = truncated_series(P_start, 0.5 * X_series, order)
    error = norm(P_n - exact)
    power = np.log2(defect(P_n) / defect(P_half))
    assert error <= bound * (1 + 1e-8)
    assert abs(np.trace(P_n) - n_occ) < 1e-11
    assert abs(power - expected) < 0.1
    print(f" {order}  {error:.3e}   {bound:.3e}  {defect(P_n):.3e}    "
          f"{power:.2f}")
X_full = random_antisymmetric(0.02)
power_full = np.log2(defect(truncated_series(P_start, X_full, 2)[0])
                     / defect(truncated_series(P_start, X_full / 2, 2)[0]))
assert abs(power_full - 3) < 0.2
print(f"defect order for n=2 with redundant part in X: {power_full:.2f}")

# ------------------------------------------------ Newton curvy steps
P = P_start.copy()
E_start = energy(P)
converged = False
print("Newton: step, E (hartree), |G| (hartree), |X|, fraction taken")
for iteration in range(15):
    F = energy_derivative(P)
    E_now, g_now = energy(P), norm(comm(P, F))
    if g_now < 1e-8:
        print(f" {iteration}  {E_now:.9f}  {g_now:.2e}  converged")
        converged = True
        break
    X = newton_step(P, F)
    if iteration == 0:
        first_linear = inner(comm(P, F), X)
        first_quadratic = 0.5 * inner(X, hessian_times(P, F, X))
        first_actual = energy(rotate(P, X)) - E_now
    fraction = 1.0
    while energy(rotate(P, fraction * X)) > E_now + 1e-10:
        fraction *= 0.5
        assert fraction > 1e-8
    print(f" {iteration}  {E_now:.9f}  {g_now:.2e}  {norm(X):.2e}  "
          f"{fraction:.3g}")
    P = rotate(P, fraction * X)
assert converged
P_min, E_min, F_min = P, energy(P), energy_derivative(P)
assert defect(P_min) < 1e-11 and abs(np.trace(P_min) - n_occ) < 1e-11
print(f"first full step, linear term: {first_linear:.7f} hartree")
print(f"first full step, quadratic term: {first_quadratic:.7f} hartree")
print(f"first full step, model sum: {first_linear+first_quadratic:.7f} "
      "hartree")
print(f"first full step, actual change: {first_actual:.7f} hartree")

# ------------------------- independent road: Roothaan diagonalization
dm = dm_guess.copy()
for cycle in range(400):
    vj, vk = scf.hf.dot_eri_dm(eri_ao, dm, hermi=1)
    eps, C = eigh(h_ao + vj - 0.5 * vk, overlap)
    dm_new = 2 * C[:, :n_occ] @ C[:, :n_occ].T
    change = norm(dm_new - dm)
    dm = 0.3 * dm + 0.7 * dm_new
    if change < 1e-10:
        break
assert change < 1e-9
vj, vk = scf.hf.dot_eri_dm(eri_ao, dm_new, hermi=1)
E_scf = inner(dm_new, h_ao + 0.5 * (vj - 0.5 * vk)) + e_nuc
P_scf = 0.5 * s_half @ dm_new @ s_half
assert abs(E_scf - E_min) < 1e-8 and norm(P_scf - P_min) < 1e-6
hartree_ev = constants.value("Hartree energy in eV")
print(f"curvy-step minimum: {E_min:.8f} hartree")
print(f"diagonalization result: {E_scf:.8f} hartree")
print(f"|P_curvy - P_diagonalization| = {norm(P_scf-P_min):.1e}")
print(f"total lowering: {E_start-E_min:.7f} hartree = "
      f"{(E_start-E_min)*hartree_ev:.5f} eV")

X_total, angles = connecting_generator(P_start, P_min)
assert norm(rotate(P_start, X_total) - P_min) < 1e-7
print(f"start to minimum in one rotation: |X| = {norm(X_total):.5f}, "
      f"largest angle = {np.degrees(angles.max()):.3f} degrees")

# ------------------------------------------ Hessian spectrum at minimum
pairs = [(i, j) for i in range(n) for j in range(i + 1, n)]
rows, cols = np.array(pairs).T
H_full = np.zeros((len(pairs), len(pairs)))
H_bare = np.zeros_like(H_full)
for column, (i, j) in enumerate(pairs):
    unit = np.zeros((n, n))
    unit[i, j], unit[j, i] = np.sqrt(0.5), -np.sqrt(0.5)
    image = hessian_times(P_min, F_min, unit)
    H_full[:, column] = np.sqrt(2.0) * image[rows, cols]
    image = hessian_times(P_min, F_min, unit, with_kernel=False)
    H_bare[:, column] = np.sqrt(2.0) * image[rows, cols]
assert norm(H_full - H_full.T) < 1e-8
full_values = np.linalg.eigvalsh(H_full)
bare_values = np.linalg.eigvalsh(H_bare)
zero_modes = int(np.sum(np.abs(full_values) < 1e-6))
assert zero_modes == (n_occ * (n_occ - 1) + n_vir * (n_vir - 1)) // 2
active = full_values[np.abs(full_values) >= 1e-6]
assert active.min() > 0
gaps = np.sort((2 * (eps[n_occ:, None] - eps[None, :n_occ])).ravel())
assert np.max(np.abs(bare_values[-len(gaps):] - gaps)) < 1e-5
assert np.max(np.abs(bare_values[:-len(gaps)])) < 1e-6
print(f"Hessian dimension {len(pairs)}, zero modes {zero_modes}, "
      f"positive modes {len(active)}")
print(f"HOMO, LUMO energies: {eps[n_occ-1]:.5f}, {eps[n_occ]:.5f} hartree")
print(f"without K: lowest {gaps[0]:.5f}, highest {gaps[-1]:.4f} hartree")
print(f"with K: lowest {active.min():.5f}, highest {active.max():.4f} "
      "hartree")
print(f"condition number with K: {active.max()/active.min():.1f}")

# ------------------------------- quadratic convergence near the minimum
Y = occ_vir_part(P_min, random_antisymmetric(1.0))
Y /= norm(Y)
left_over = []
for distance in (1e-3, 5e-4):
    P_near = rotate(P_min, distance * Y)
    X = newton_step(P_near, energy_derivative(P_near))
    P_next = rotate(P_near, X)
    left_over.append(norm(comm(P_next, energy_derivative(P_next))))
newton_order = np.log2(left_over[0] / left_over[1])
assert abs(newton_order - 2) < 0.15
print(f"|G| after one Newton step from distance 1e-3: "
      f"{left_over[0]:.2e} hartree")
print(f"measured order of Newton convergence: {newton_order:.3f}")
print("verified")
```

Printed output:

```
SiH4, RHF/6-31G, Si-H distance (angstrom): 1.48
basis functions, occupied, virtual: 21 9 12
antisymmetric X, |X|=0.3: |P^2-P| = 1.2e-15, trace error = 3.6e-15
general X, |X|=0.3: |P^2-P| = 1.2e-15, |P-P^T| = 0.303
test point: |G| = 9.2283 hartree
largest gradient element 2|G_ij| = 7.6480 hartree
largest gradient deviation from differences = 7.2e-11 hartree
largest Hessian deviation from differences = 1.3e-08 hartree
largest order dependence without symmetrizing = 0.3017 hartree
curve at t=0.7: E' = 5.65134, E'' = 6.73903 hartree
series along first Newton direction, |X| = 0.2 (dimensionless)
 n  |P_n-P(X)|  bound      |P_n^2-P_n|  defect order
 1  1.419e-02   1.420e-02  1.420e-02    2.00
 2  6.749e-04   6.751e-04  7.247e-05    4.00
 3  2.415e-05   2.416e-05  2.399e-05    3.99
 4  6.933e-07   6.935e-07  8.293e-08    6.00
defect order for n=2 with redundant part in X: 3.00
Newton: step, E (hartree), |G| (hartree), |X|, fraction taken
 0  -291.164873025  1.68e-01  1.14e-01  1
 1  -291.173728838  2.28e-03  1.57e-03  1
 2  -291.173730458  6.37e-07  4.64e-07  1
 3  -291.173730458  6.57e-14  converged
first full step, linear term: -0.0176155 hartree
first full step, quadratic term: 0.0088078 hartree
first full step, model sum: -0.0088078 hartree
first full step, actual change: -0.0088558 hartree
curvy-step minimum: -291.17373046 hartree
diagonalization result: -291.17373046 hartree
|P_curvy - P_diagonalization| = 1.2e-11
total lowering: 0.0088574 hartree = 0.24102 eV
start to minimum in one rotation: |X| = 0.11507, largest angle = 2.401 degrees
Hessian dimension 210, zero modes 102, positive modes 108
HOMO, LUMO energies: -0.48300, 0.16894 hartree
without K: lowest 1.30388, highest 139.9907 hartree
with K: lowest 0.80514, highest 139.3701 hartree
condition number with K: 173.1
|G| after one Newton step from distance 1e-3: 7.57e-07 hartree
measured order of Newton convergence: 2.000
verified
```
